# Shockley's Hot-Electron Regime: Two Derivations from Acoustic-Phonon Scattering

## The result

Electrons in a field $F$ gain energy by Joule heating and lose it to acoustic phonons. Let $T_L$ be the lattice temperature, $T_e$ the electron temperature, $u$ the sound speed and $\mu_0$ the zero-field mobility. With $t=T_e/T_L$ and $w=\mu_0F/u$, the steady state obeys

$$t(t-1)=\frac{3\pi}{32}\,w^2,\qquad v_d=\frac{\mu_0F}{\sqrt t}. \tag{1}$$

For $w\gg1$ this gives

$$\frac{T_e}{T_L}\to\sqrt{\frac{3\pi}{32}}\;w+\frac12,\qquad v_d\to\left(\frac{32}{3\pi}\right)^{1/4}\sqrt{u\,\mu_0F}. \tag{2}$$

The electron temperature grows linearly with field and the drift velocity as its square root. These are limiting laws. They need a field high enough that $w\gg1$, yet low enough that the acoustic phonons exchanged keep energies well below $kT_L$ and that optical phonons do not take over the energy loss.

The model is a uniform, non-degenerate electron gas in one isotropic parabolic band of mass $m$. Electrons scatter from longitudinal acoustic phonons through a deformation potential $\Xi$, in a crystal of density $\rho$ and volume $V$. The phonons stay at $T_L$. Scattering is quasi-elastic and the phonons exchanged are soft. For typical electrons this requires $8mu^2T_e/T_L\ll kT_L$, a condition that tightens as the electrons heat. The isotropic part of the electron distribution is a Maxwellian at $T_e$. Here $eF$ is the magnitude of the force, and $v_d$ is counted positive along it.

## First derivation: diffusion along the energy axis

**Mean free path.** The squared matrix element is $|M|^2=\Xi^2\hbar q/(2\rho uV)$, multiplied by $N+1$ for emission and by $N$ for absorption of a phonon of wave number $q$. For phonon energies small compared with $kT_L$, both factors are close to $kT_L/(\hbar uq)$. The $q$ cancels, so every final direction is equally likely. One spin has $m^2v/(2\pi^2\hbar^3)$ states per unit energy and volume at speed $v$. Adding emission and absorption gives the rate

$$2\cdot\frac{2\pi}{\hbar}\cdot\frac{\Xi^2kT_L}{2\rho u^2}\cdot\frac{m^2v}{2\pi^2\hbar^3}=\frac vl,\qquad l=\frac{\pi\hbar^4\rho u^2}{m^2\Xi^2kT_L}. \tag{3}$$

The mean free path $l$ does not depend on energy. Because the scattering is isotropic, $v/l$ is also the momentum relaxation rate.

**Energy diffusion.** A nearly elastic collision through angle $\theta$ has $q^2=2k^2(1-\cos\theta)$, whose average is $2k^2$. The mean squared energy exchanged is therefore $u^2\hbar^2\cdot2k^2=4mu^2E$, and the diffusion coefficient in energy is

$$D(E)=\frac12\cdot\frac vl\cdot4mu^2E=\frac{2mu^2Ev}{l}. \tag{4}$$

Let $g(E)\propto\sqrt E$ be the density of states and $f_0(E)$ the isotropic distribution. For small energy steps with mean rate $A(E)$, the flux of electrons along the energy axis is

$$J=Agf_0-\frac{d}{dE}(Dgf_0)=-gDf_0'+\left[Ag-(gD)'\right]f_0 .$$

The bracket does not depend on $f_0$. Detailed balance requires $J=0$ when $f_0\propto e^{-E/kT_L}$, which fixes the bracket as $-gD/kT_L$. Hence

$$J=-gD\left(f_0'+\frac{f_0}{kT_L}\right). \tag{5}$$

**Power lost.** The number of electrons per unit energy changes at the rate $-dJ/dE$. Multiplying by $E$ and integrating by parts, the total energy changes at the rate $\int J\,dE$. For a Maxwellian, $f_0'=-f_0/kT_e$, so the loss per electron is

$$P=\langle D\rangle\left(\frac1{kT_L}-\frac1{kT_e}\right)=\langle D\rangle\,\frac{T_e-T_L}{kT_eT_L}.$$

With $v=\sqrt{2E/m}$ and

$$\langle E^{3/2}\rangle=(kT_e)^{3/2}\,\frac{\Gamma(3)}{\Gamma(3/2)}=\frac{4}{\sqrt\pi}(kT_e)^{3/2},$$

the average is $\langle D\rangle=(2mu^2/l)\sqrt{2/m}\,(4/\sqrt\pi)(kT_e)^{3/2}$. Therefore

$$P=8\sqrt{\frac{2m}{\pi}}\;\frac{u^2}{l}\,\sqrt{kT_e}\;\frac{T_e-T_L}{T_L}. \tag{6}$$

**Mobility.** The field adds a small part $f_1$ to the distribution, odd in $v_z$. In steady state, to first order in this anisotropy, $eFv_zf_0'=-(v/l)f_1$, so $f_1=-eFl\,(v_z/v)f_0'$. Averaging $v_z$ over $f_1$, with $v_z^2\to v^2/3$ and $f_0'=-f_0/kT_e$,

$$v_d=\frac{eFl}{3kT_e}\langle v\rangle,\qquad \langle v\rangle=\sqrt{\frac{8kT_e}{\pi m}},\qquad \mu=\frac{v_d}{F}=\frac{4el}{3\sqrt{2\pi mkT_e}}. \tag{7}$$

Setting $T_e=T_L$ defines $\mu_0$, so $\mu=\mu_0/\sqrt t$. A hotter electron collides more often because it covers its fixed free path sooner.

**Balance.** Joule heating per electron is $eFv_d=e\mu F^2$. Setting it equal to (6),

$$\frac{4e^2F^2l}{3\sqrt{2\pi mkT_e}}=8\sqrt{\frac{2m}{\pi}}\,\frac{u^2}{l}\sqrt{kT_e}\,(t-1).$$

Multiply by $l\sqrt{2\pi mkT_e}$. The right side becomes $16mu^2kT_e(t-1)$, and with $T_e=tT_L$,

$$(eFl)^2=12\,mu^2kT_L\,t(t-1). \tag{8}$$

Squaring $\mu_0$ from (7) gives $e^2l^2=(9\pi/8)\,mkT_L\mu_0^2$. Insertion into (8) gives $t(t-1)=(9\pi/96)(\mu_0F/u)^2$, which is (1).

**Limits.** The root with $t\ge1$ is

$$t=\frac12\left[1+\sqrt{1+\frac{3\pi}{8}w^2}\,\right].$$

For small $w$, $t\approx1+(3\pi/32)w^2$ and $v_d\approx\mu_0F\,[1-(3\pi/64)w^2]$, so the mobility first departs from $\mu_0$ at second order in the field. For large $w$ the root gives (2). The linear law has a simple origin: heating varies as $F^2/\sqrt t$ and loss as $\sqrt t\,(t-1)$, so $F^2\propto t^2$ when $t\gg1$.

The drift must also stay small compared with thermal motion, or the expansion in $f_1$ fails. From (2),

$$\frac{mv_d^2}{kT_e}\to\frac{32}{3\pi}\,\frac{mu^2}{kT_L}. \tag{9}$$

This ratio stops growing at high field, and quasi-elasticity keeps it small.

## Second derivation: counting phonons and spatial diffusion

This route keeps the matrix element and the free path (3), but finds the power from the phonons and the mobility from diffusion in space.

**Power, mode by mode.** Let $k_\parallel$ be the electron's wave number along $\mathbf q$, and put $\kappa=mu/\hbar$. Emission requires $\hbar^2(2k_\parallel q-q^2)/2m=\hbar uq$, or $k_\parallel=q/2+\kappa$. Absorption requires $\hbar^2(2k_\parallel q+q^2)/2m=\hbar uq$, or $k_\parallel=-(q/2-\kappa)$. In a Maxwellian, $k_\parallel$ has the even density

$$p(k)=\frac{\hbar}{\sqrt{2\pi mkT_e}}\,\exp\left(-\frac{\hbar^2k^2}{2mkT_e}\right),$$

where $k$ next to a temperature is Boltzmann's constant. The energy delta function contributes $m/(\hbar^2q)$. Each phonon carries $\hbar uq$, and the sum over modes is $V\int q^2dq/(2\pi^2)$. Collecting factors,

$$P=\int_0^\infty\frac{q^2dq}{2\pi^2}\;\hbar uq\;\frac{\pi\Xi^2q}{\rho u}\;\frac{m}{\hbar^2q}\;B(q)=\frac{\Xi^2m}{2\pi\hbar\rho}\int_0^\infty q^3B(q)\,dq, \tag{10}$$

$$B(q)=(N+1)\,p(q/2+\kappa)-N\,p(q/2-\kappa).$$

No small-step approximation has yet been made in (10). Now let $y=\hbar uq/kT_e$. Expanding the squares in the exponents gives $p(q/2\pm\kappa)=p(q/2)\,e^{-mu^2/2kT_e}\,e^{\mp y/2}$. For small $y$ and small $mu^2/kT_e$,

$$B\approx p(q/2)\left[1-y\left(N+\tfrac12\right)\right]\approx p(q/2)\left(1-\frac{T_L}{T_e}\right),$$

because $N+\frac12\approx kT_L/(\hbar uq)$. The 1 is spontaneous emission. The subtracted term is the net absorption caused by the thermal phonons, and the two cancel at $T_e=T_L$.

The remaining integral follows from $\int_0^\infty q^3e^{-bq^2}dq=1/(2b^2)$ with $b=\hbar^2/(8mkT_e)$, which equals $32m^2(kT_e)^2/\hbar^4$. Thus

$$P=\frac{16\,\Xi^2m^3(kT_e)^2}{\pi\rho\hbar^4\sqrt{2\pi mkT_e}}\left(1-\frac{T_L}{T_e}\right).$$

Replace $\Xi^2$ by $\pi\hbar^4\rho u^2/(m^2l\,kT_L)$ from (3), and use $\langle v\rangle=4kT_e/\sqrt{2\pi mkT_e}$:

$$P=\frac{16mu^2kT_e}{l\sqrt{2\pi mkT_e}}\,(t-1)=\frac{4mu^2\langle v\rangle}{l}\,(t-1). \tag{11}$$

**Mobility from diffusion.** Without a field, an electron of speed $v$ keeps its direction for a time $s$ with probability $e^{-vs/l}$. After a collision its direction is random. The spatial diffusion coefficient is therefore

$$D_x=\int_0^\infty\langle v_z(0)v_z(s)\rangle\,ds=\left\langle\frac{v^2}{3}\cdot\frac lv\right\rangle=\frac{l\langle v\rangle}{3}.$$

To relate this to mobility, consider a static potential energy $U(z)$. The distribution $e^{-(E+U)/kT_e}$ is unchanged by free motion and by elastic collisions, and carries no current. Drift and diffusion must cancel in it, which requires $\mu=eD_x/kT_e$. The temperature here is that of the electrons.

**Balance.** Joule heating is $e\mu F^2=e^2F^2l\langle v\rangle/(3kT_e)$. Equating it to (11), the mean speed cancels:

$$\frac{e^2F^2l}{3kT_e}=\frac{4mu^2}{l}(t-1)\quad\Longrightarrow\quad(eFl)^2=12\,mu^2kT_L\,t(t-1).$$

This is (8). The mobility found here is the same function of $T_e$ as in (7), so (1) follows.

The high-field powers were also tested numerically. In that calculation $u$ and $\Xi$ were both reduced a hundredfold from the example below, which leaves $l$ unchanged and makes collisions nearly elastic. Balancing golden-rule integrals with full phonon occupation between $w=300$ and $600$ gave logarithmic slopes of 0.997 for $T_e$ and 0.500 for $v_d$.

## What each derivation assumes

Both routes assume deformation-potential coupling, equilibrium phonons, a uniform steady state and a small drift. They differ in where the Maxwellian and the small energy step enter.

The phonon count as written puts in a Maxwellian from the start, and the relation $\mu=eD_x/kT_e$ needs one. In return, (10) holds for that Maxwellian with full phonon occupation and finite energy steps. It can therefore be used when $\hbar uq$ is no longer small compared with $kT_L$.

The energy-diffusion route needs small steps from the start, but its flux (5) holds for any isotropic $f_0$. The Maxwellian enters later, and it requires electron-electron collisions frequent enough to impose it. They must not be so frequent that they also reshape $f_1$, which would lower the mobility in (7) by up to about 12%. Without them, the distribution follows from the flux itself.

The field causes its own diffusion in energy, with coefficient $D_F=e^2F^2(v^2/3)(l/v)=e^2F^2lv/3$. Its flux is $g$ times the average of $eFv_zf_1$ over directions. With $f_1=-eFl\,(v_z/v)f_0'$ this is $-gD_Ff_0'$. Setting the total flux to zero gives $(D+D_F)f_0'=-Df_0/kT_L$. With $x=E/kT_L$,

$$\frac{D_F}{D}=\frac ax,\qquad a=\frac{(eFl)^2}{6mu^2kT_L}=\frac{3\pi}{16}w^2,$$

$$\frac{d\ln f_0}{dx}=-\frac{x}{x+a}=-1+\frac{a}{x+a}\quad\Longrightarrow\quad f_0\propto e^{-x}\left(1+\frac xa\right)^a. \tag{12}$$

For $a\gg1$, expanding the logarithm gives $f_0\propto e^{-x^2/2a}$. Typical energies then scale as $\sqrt a\propto F$, so the linear growth of mean energy survives.

For the velocity, average $v_z$ over $f_1$ and integrate by parts, using $vg\propto E$:

$$\frac{v_d}{\mu_0F}=\frac{\sqrt\pi}{2}\,\frac{\int_0^\infty f_0\,dx}{\int_0^\infty\sqrt x\,f_0\,dx}.$$

The factor $\sqrt\pi/2$ makes the ratio 1 for $f_0=e^{-x}$, as it must be at zero field. At high field the two integrals are $\sqrt{\pi a/2}$ and $\frac12(2a)^{3/4}\Gamma(3/4)$, so

$$v_d\to\frac{\pi}{2^{5/4}\Gamma(3/4)}\left(\frac{16}{3\pi}\right)^{1/4}\sqrt{u\mu_0F}=1.230\,\sqrt{u\mu_0F}.$$

The Maxwellian prefactor in (2) is 1.357. The square-root law is common to both closures, while its coefficient is 9% lower without electron-electron collisions.

A Monte Carlo simulation of individual collisions, which assumes no form for $f_0$, tested (12) at $w=6.353$ and $mu^2/kT_L=0.004$. Its velocity and mean energy agreed with (12) within 1% in this run. The test allowed 4%, to cover sampling noise and small inelastic corrections.

## Worked example: 5 V/cm at 10 K

Take model inputs chosen in the rough regime of high-purity germanium, not measured values: $m=0.22\,m_e$, $u=5.4\times10^5$ cm/s, $\rho=5320$ kg/m³ and $\Xi=10$ eV. The electron density is held fixed. This is a further idealization: in the Maxwellian found below, about 12% of the electrons have more than 10 meV, roughly the binding energy of shallow donors in germanium, and could ionize neutral donors. The Maxwellian is imposed as an idealization, and the charges that keep the crystal neutral are taken not to scatter. In a real crystal these two assumptions conflict. At $10^{13}$ cm⁻³ electron-electron collisions bring the drift velocity less than halfway from its collisionless value to the Maxwellian one, while the same density of fixed neutralizing charges would already lower the mobility by roughly a fifth. A higher density does not close the gap either. At $10^{14}$ cm⁻³ the collisions also reshape $f_1$, and even without fixed charges the velocity covers only about a third of the way or less. Near $10^{11}$ cm⁻³ or below, the results without electron-electron collisions, given at the end of this section, are the relevant ones. Equations (3) and (7) give $l=4.235$ µm and $\mu_0=6.86\times10^5$ cm²/Vs. Then

$$w=\frac{6.861\times10^5\times5.0}{5.4\times10^5}=6.35,\qquad \frac{3\pi}{32}w^2=11.89,$$

$$t=\tfrac12\left[1+\sqrt{1+4\times11.89}\right]=3.98,\qquad T_e=39.8\ \text{K},$$

$$v_d=\frac{3.431\times10^6}{\sqrt{3.984}}=1.72\times10^6\ \text{cm/s}.$$

The drift velocity is half its ohmic value. The square-root law alone gives $1.85\times10^6$ cm/s, 7% above the full model, so the asymptote is close but not reached. From 4 to 8 V/cm, the model's velocity rises by a factor 1.48 instead of $\sqrt2$.

Each electron dissipates $eFv_d=8.59$ meV/ns. Its excess thermal energy is $\frac32k(T_e-T_L)=3.86$ meV, and the quotient is an energy relaxation time of 0.45 ns. During that time it drifts 7.7 µm, so a uniform steady state needs a sample much longer than this.

The phonons are not very soft here. At $E=2kT_e$ the root-mean-square phonon energy, $\sqrt{4mu^2E}$, is about $1.2\,kT_L$. The approximation still works moderately well, partly because two corrections oppose each other. In $N+\frac12=(kT_L/\hbar uq)(1+\eta^2/12+\dots)$, with $\eta=\hbar uq/kT_L$, the second term alone would lower the mobility by about 12% at $T_e=39.8$ K. The finite phonon energy in the collision kinematics offsets most of this, leaving a few percent. Keeping full phonon occupation with a Maxwellian, and taking the relaxation time from the momentum-loss rate, changes $T_e$ to 40.3 K and $v_d$ to $1.67\times10^6$ cm/s, a 3% reduction. Solving the linearized inelastic collision equation for $f_1$ instead gives 40.2 K and $1.66\times10^6$ cm/s, a reduction closer to 4%.

Dropping electron-electron collisions instead, in the quasi-elastic limit, gives $1.56\times10^6$ cm/s. The Monte Carlo simulation with the example's full inelasticity gives $1.47\times10^6$ cm/s, with a sampling uncertainty of order $0.01\times10^6$ cm/s, which is 14 to 15% below (1).

## Germanium beside the model

Of the simplifications estimated here, the isotropic mass matters most. Germanium's valleys have masses of roughly 0.08, 0.08 and 1.6 $m_e$. For a field along a cube axis, which heats the valleys equally, mobility contains the harmonic mean $m_c=0.117\,m_e$. Energy diffusion contains the arithmetic mean $\bar m=0.587\,m_e$, because each axis holds on average one third of the energy, so $\hbar^2\langle k^2\rangle=2\bar mE$. Writing the relaxation time as $\tau=\tau_0E^{-1/2}$, the right side of (1) becomes $e^2F^2\tau_0^2/(6m_c\bar mu^2kT_L)$. In the quasi-elastic limit, with $\Xi$ held fixed, $T_e$ falls to 34.9 K and $v_d$ rises to $3.5\times10^6$ cm/s, about twice the isotropic value. The heavy axis also makes the phonons harder, with a root-mean-square energy near $1.8\,kT_L$ at $E=2kT_e$, and their finite energy lowers this Maxwellian velocity by about 6%. The drift is also less small, with $m_cv_d^2/kT_e\approx0.27$ against 0.11 in the isotropic example. Without electron-electron collisions the quasi-elastic value is $3.2\times10^6$ cm/s, and simulating individual collisions lowers it by about 10%, to $2.9\times10^6$ cm/s. Transverse phonons and direction-dependent coupling are still left out, so this is an estimate of sensitivity, not a prediction for germanium.

The low temperature and low field are also choices, made to keep optical phonons weak. Optical phonons of about 37 meV, with a rough coupling of $5\times10^8$ eV/cm, carry away roughly 3% of the acoustic power at the example's $T_e$, if the Maxwellian stays filled above 37 meV. The two losses become equal near 70 K, which the acoustic model reaches at about 9 V/cm. With such a filled tail the square-root law has little room: $w=1$ lies near 0.8 V/cm, and by 9 V/cm optical loss, once included in the balance, is already about 40% of the acoustic loss. The soft-phonon condition is stricter still. Here $8mu^2T_e/T_L$ reaches $kT_L$ at $T_e\approx30$ K, near 3.5 V/cm, so these inputs show the approach to the square-root law but no clean range in which it holds. These optical losses are upper estimates. At densities up to about $10^{14}$ cm⁻³, optical emission empties the tail faster than electron-electron collisions refill it, and the loss is much smaller. Ionized impurities at $10^{10}$ cm⁻³ scatter at about $2\times10^{-4}$ of the acoustic rate, for an energy $2kT_e$. Linear scaling puts the two rates at the same order near $10^{14}$ cm⁻³, so (1) should not be applied to ordinary doped material at this temperature. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
INPUTS (rough, high-purity germanium regime)
mass 0.22 m_e; sound speed 5400 m/s
density 5320 kg/m3; deformation potential 10 eV
lattice temperature 10 K; field 5.0 V/cm
RESULTS, acoustic model with Maxwellian
mean free path 4.235 um
zero-field mobility 6.861e+05 cm2/Vs
w = mu0 F/u 6.353; (3pi/32) w^2 11.886
Te/TL 3.984; Te 39.84 K; kB Te 3.433 meV
high-field line for Te/TL: without 1/2 3.448, with 3.948
hot mobility 3.438e+05 cm2/Vs
drift velocity 1.719e+06 cm/s; ohmic value 3.431e+06 cm/s
square-root law velocity 1.848e+06 cm/s
power per electron 8.594 meV/ns
energy relaxation time 0.449 ns, length 7.71 um
m u^2/(kB TL) 0.0423; m vd^2/(kB Te) 0.1076
high-field limit of m vd^2/(kB Te) 0.1437
FIELD TABLE: F (V/cm), w, Te (K), vd (cm/s)
   0.5    0.635    11.07  3.26e+05
   1.0    1.271    13.52  5.901e+05
   2.0    2.541    19.67  9.784e+05
   4.0    5.082    33.03  1.51e+06
   8.0   10.164    60.39  2.234e+06
PREFACTORS AND TESTS
Te/TL per w 0.5427; vd/sqrt(u mu0 F) 1.3574
same velocity prefactor, no e-e collisions 1.2304
golden-rule log slopes, w 300 to 600: Te 0.9973, vd 0.5004
Monte Carlo / collisionless formula at m u^2/(kB TL) = 0.004:
  velocity 1.0008, mean energy 1.0000
NEGLECTED EFFECTS at the example field
full phonon occupation: Te 40.33 K, vd 1.669e+06 cm/s
no e-e collisions: vd 1.564e+06 cm/s
  mean energy 5.164 meV (Maxwellian 5.149 meV)
Monte Carlo, full inelasticity: vd 1.47e+06 cm/s
  mean energy 5.12 meV
optical phonon 37 meV, coupling 5.0e+08 eV/cm
optical/acoustic power 0.0272
equal powers at Te 68.5 K, acoustic-model field 9.18 V/cm
valley masses 0.08, 0.08, 1.60 m_e
  harmonic mean 0.1171, arithmetic mean 0.5867, DOS 0.2172 m_e
  mobility 1.315e+06 cm2/Vs, Te 34.93 K, vd 3.517e+06 cm/s
impurity/acoustic rate at 2 kB Te, 1e+10 cm-3: 1.91e-04
density / band effective density at TL 6.35e-07
```
